**Transmission past a single shifted site: tests and nanowire example**

For an infinite chain with hopping $-t$ and one site level shifted by $U$, the program tests $T=(4t^2-E^2)/(4t^2-E^2+U^2)$, where $E$ is measured from the level of the other sites. It asserts the clean Green function against a Brillouin-zone sum, the perturbed one against a long open chain, and the amplitudes against site-by-site wave matching. A moving wave packet gives a transmitted probability of 0.7141, where the formula gives 0.7142. Further assertions cover the linear fall of $T$ at both band edges, the limit $r\to-1$ of the reflected amplitude, and the energy of the bound state. A pair of shifted sites with a half-bound state transmits 0.64 at the lower edge and blocks at the upper one, so zero velocity alone does not force complete reflection. For rough silicon nanowire parameters the output gives $T=0.514$ at 30 meV above the subband bottom and 0.0036 at 0.1 meV. It also sizes the effects of defect range, valley mixing, temperature, collisions, channel field, higher subbands and nonparabolicity.

## Program and output

```python
"""
Transmission past one shifted site in an infinite tight-binding chain.
Result under test:  T = (4 t^2 - E^2) / (4 t^2 - E^2 + U^2),
which vanishes at both band edges E = -2t and E = +2t for any U != 0.
Symbols: t = hopping (matrix element -t), E = energy from the site level,
U = shift of one site level, theta = k a with E = -2 t cos(theta),
tau and r = transmitted and reflected amplitudes, a = site spacing.
Independent roads: Brillouin-zone sums, large linear systems, wave matching,
diagonalization and a moving wave packet.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq


def closed_T(E, t, U):
    band = (2 * t - E) * (2 * t + E)
    return band / (band + U**2)


def clean_green(n, z, t):
    """Closed form of the clean-chain Green function, Im z >= 0."""
    theta = np.arccos(-z / (2 * t))
    return np.exp(1j * theta * abs(n)) / (2j * t * np.sin(theta))


def match_waves(E, t, levels):
    """tau and r by stepping the Schroedinger equation from right to left."""
    theta = np.arccos(-E / (2 * t))
    count = len(levels)
    right = np.exp(1j * theta * count)
    here = np.exp(1j * theta * (count - 1))
    for level in reversed(levels):
        left = (level - E) * here / t - right
        right, here = here, left
    incoming = (right * np.exp(1j * theta) - here) / (2j * np.sin(theta))
    return 1 / incoming, (right - incoming) / incoming


# ---------- tests with generic numbers (energies in one arbitrary unit) ----
t, U = 0.7, 0.5
z = -0.84 + 0.007j

# clean Green function against its Brillouin-zone sum
k_grid = 2 * np.pi * np.arange(20000) / 20000
for n in (0, 1, 3):
    zone_sum = np.mean(np.exp(1j * k_grid * n) / (z + 2 * t * np.cos(k_grid)))
    assert abs(zone_sum - clean_green(n, z, t)) < 1e-8

# Dyson form of the perturbed Green function against a long open chain
sites, middle = 8001, 4000
bands = np.full((3, sites), t, dtype=complex)
bands[1] = z
bands[1, middle] -= U
source = np.zeros(sites, dtype=complex)
source[middle - 3] = 1
column = solve_banded((1, 1), bands, source)
g0 = clean_green(0, z, t)
for n in (-2, 0, 4):
    dyson = clean_green(n + 3, z, t) + (
        clean_green(n, z, t) * U * clean_green(3, z, t) / (1 - U * g0))
    assert abs(column[middle + n] - dyson) < 1e-8

# lead self-energy by adding sites one at a time, and the device formula
surface = 0j
for _ in range(6000):
    surface = 1 / (z - t**2 * surface)
sigma = t**2 * surface
assert abs(sigma + t * np.exp(1j * np.arccos(-z / (2 * t)))) < 1e-8
assert abs(1 / (z - U - 2 * sigma) - g0 / (1 - U * g0)) < 1e-8
for E in (-1.3, -0.4, 0.9):
    theta = np.arccos(-E / (2 * t))
    lead = -t * np.exp(1j * theta)
    device_T = (2 * lead.imag)**2 / abs(E - U - 2 * lead)**2
    assert abs(device_T - abs(match_waves(E, t, [U])[0])**2) < 1e-12
    step = 1e-5
    slope = (-2 * t * np.cos(theta + step) + 2 * t * np.cos(theta - step)) / (2 * step)
    assert abs(slope + 2 * lead.imag) < 1e-8

# amplitudes, transmission and flux balance against wave matching
for E in np.linspace(-1.39, 1.39, 31):
    for shift in (U, -U, 3.0):
        tau, r = match_waves(E, t, [shift])
        g_real = clean_green(0, E + 0j, t)
        # the retarded branch has a negative imaginary part inside the band
        g_real = -1j * abs(g_real)
        assert abs(tau - 1 / (1 - shift * g_real)) < 1e-10
        assert abs(r - shift * g_real / (1 - shift * g_real)) < 1e-10
        assert abs(abs(tau)**2 - closed_T(E, t, shift)) < 1e-10
        assert abs(abs(tau)**2 + abs(r)**2 - 1) < 1e-10

# a moving wave packet: probability found beyond the defect
length, centre, width, k0 = 1001, 250, 40.0, 0.6
position = np.arange(length)
packet = np.exp(-(position - centre)**2 / (4 * width**2) + 1j * k0 * position)
packet /= np.linalg.norm(packet)
diagonal = np.zeros(length)
diagonal[500] = U
levels, modes = eigh_tridiagonal(diagonal, np.full(length - 1, -t))
duration = 500 / (2 * t * np.sin(k0))
final = modes @ (np.exp(-1j * levels * duration) * (modes.T @ packet))
packet_T = np.sum(abs(final[501:])**2)
packet_formula = closed_T(-2 * t * np.cos(k0), t, U)
# tolerance: the packet has a momentum spread of about 0.0125
assert abs(packet_T - packet_formula) < 2e-3

# bound state outside the band, for either sign of U
assert abs(levels[-1] - np.sqrt(4 * t**2 + U**2)) < 1e-9
diagonal[500] = -U
lowest = eigh_tridiagonal(diagonal, np.full(length - 1, -t), eigvals_only=True)[0]
assert abs(lowest + np.sqrt(4 * t**2 + U**2)) < 1e-9

# both edges: linear law, node on the defect, r -> -1, finite local G
for edge in (-1, 1):
    delta = 1e-7 * t
    E = edge * (2 * t - delta)
    tau, r = match_waves(E, t, [U])
    assert abs(abs(tau)**2 / (4 * t * delta / U**2) - 1) < 1e-4
    assert abs(r + 1) < 2e-3
    theta = np.arccos(-E / (2 * t))
    local_G = 1 / (E - U + 2 * t * np.exp(1j * theta))
    assert abs(local_G * U + 1) < 2e-3
    assert abs(abs(match_waves(E, t, [0.0])[0])**2 - 1) < 1e-8

# counterexample: two sites with a half-bound state at the lower edge only
first = 1.0
second = 1 / (1 + first) - 1
pair = [first * t, second * t]
pair_low = abs(match_waves(-2 * t + 1e-8 * t, t, pair)[0])**2
pair_high = abs(match_waves(2 * t - 1e-8 * t, t, pair)[0])**2
ratio = 1 + first
assert abs(pair_low - (2 * ratio / (1 + ratio**2))**2) < 1e-4
assert pair_high < 1e-5

# ---------- worked example: rough silicon nanowire numbers ----------------
q, hbar, m0 = const.e, const.hbar, const.m_e
mass_light, mass_heavy = 0.19, 0.92
a, wire_width = 0.5e-9, 3.0e-9
U_eV, depth, temperature = 0.30, 0.030, 300.0
t_eV = hbar**2 / (2 * mass_light * m0 * a**2) / q
kT = const.k * temperature / q


def wire_T(height):
    return closed_T(height - 2 * t_eV, t_eV, U_eV)


E = depth - 2 * t_eV
theta = np.arccos(-E / (2 * t_eV))
gamma = 2 * t_eV * np.sin(theta)
tau, r = match_waves(E, t_eV, [U_eV])
assert abs(abs(tau)**2 - wire_T(depth)) < 1e-10
G_unit = 2 * q**2 / const.h * 1e6
half = brentq(lambda h: abs(match_waves(h - 2 * t_eV, t_eV, [U_eV])[0])**2 - 0.5,
              1e-4, 0.2)
assert abs(half - (2 * t_eV - np.sqrt(4 * t_eV**2 - U_eV**2))) < 1e-9


def thermal_weight(height):
    return 1 / (4 * kT * np.cosh((height - depth) / (2 * kT))**2)


top = depth + 35 * kT
clean_average = quad(thermal_weight, 0, top, points=[depth], limit=200)[0]
defect_average = quad(lambda h: thermal_weight(h) * wire_T(h), 0, top,
                      points=[depth], limit=200)[0]
assert abs(clean_average - 1 / (1 + np.exp(-depth / kT))) < 1e-8

# effects left out of the single-site, single-valley model
spread_sites = 6
hump = [U_eV / spread_sites] * spread_sites
spread_T = abs(match_waves(E, t_eV, hump)[0])**2
spread_edge = abs(match_waves(1e-4 - 2 * t_eV, t_eV, hump)[0])**2


def mixed_valleys(height):
    """Mean transmission per valley, all 16 valley couplings equal to U."""
    energy = height - 2 * t_eV
    phase = np.arccos(-energy / (2 * t_eV))
    matrix = (energy + 2 * t_eV * np.exp(1j * phase)) * np.eye(4) - U_eV
    amplitudes = np.linalg.solve(matrix, 2j * t_eV * np.sin(phase) * np.eye(4))
    return np.sum(abs(amplitudes)**2) / 4


mixed_T, mixed_edge = mixed_valleys(depth), mixed_valleys(1e-4)
assert abs(mixed_T - (3 + closed_T(E, t_eV, 4 * U_eV)) / 4) < 1e-10
area = U_eV * q * a
delta_scale = mass_light * m0 * area**2 / (2 * hbar**2) / q
continuum_T = depth / (depth + delta_scale)
confine = (hbar * np.pi / wire_width)**2 / (2 * m0) / q
next_level = 3 * confine / mass_heavy
heavy_valley = confine * (1 / mass_light - 1 / mass_heavy)
bottom = confine * (1 / mass_light + 1 / mass_heavy)
nonparabolic = 0.5
mass_factor = 1 + 2 * nonparabolic * bottom
mobility = 300.0
collision_time = mobility * 1e-4 * mass_light * m0 / q
broadening = hbar / collision_time / q
field = 0.1
field_drop = field * 1e8 * spread_sites * a
permittivity = (11.7 + 3.9) / 2
coulomb = q / (4 * np.pi * const.epsilon_0 * permittivity * 3e-9)

print(f"TEST packet: T measured {packet_T:.4f}, formula {packet_formula:.4f}")
print(f"TEST packet inputs: t = {t}, U = {U} (same unit), ka = {k0}")
print(f"TEST pair levels U1/t = {first:.2f}, U2/t = {second:.2f}")
print(f"TEST pair T at lower edge {pair_low:.4f}, at upper edge {pair_high:.1e}")
print(f"INPUT transport mass = {mass_light} m0, heavy mass = {mass_heavy} m0")
print(f"INPUT spacing a = {a*1e9:.2f} nm, wire width = {wire_width*1e9:.1f} nm")
print(f"INPUT site shift U = {U_eV:.2f} eV, area U a = {U_eV*a*1e9:.3f} eV nm")
print(f"INPUT energy above subband bottom = {depth*1e3:.1f} meV")
print(f"hopping t = {t_eV:.4f} eV, chain band width 4t = {4*t_eV:.4f} eV")
print(f"phase ka = {theta:.4f} rad, k = {theta/a*1e-9:.4f} nm^-1")
print(f"hbar v / a = {gamma:.4f} eV, speed v = {gamma*q*a/hbar:.3e} m/s")
print(f"clean local Green function |g0| = {1/gamma:.4f} eV^-1")
print(f"tau = {tau.real:.4f} {tau.imag:+.4f} i")
print(f"r = {r.real:.4f} {r.imag:+.4f} i")
print(f"T = {abs(tau)**2:.4f}, R = {abs(r)**2:.4f}")
print(f"conductance quantum 2e^2/h = {G_unit:.3f} uS")
print(f"zero-temperature conductance per valley = {G_unit*abs(tau)**2:.2f} uS")
print(f"half-transmission energy above bottom = {half*1e3:.2f} meV")
print("APPROACH height (meV), hbar v/a (eV), T, edge law 4t*height/U^2, Re r, Im r")
for height in (0.1, 0.03, 0.01, 0.003, 0.001, 0.0001):
    tau_h, r_h = match_waves(height - 2 * t_eV, t_eV, [U_eV])
    speed_h = np.sqrt(height * (4 * t_eV - height))
    law = 4 * t_eV * height / U_eV**2
    assert abs(abs(tau_h)**2 - wire_T(height)) < 1e-10
    print(f"  {height*1e3:6.1f}  {speed_h:.4f}  {abs(tau_h)**2:.5f}  {law:.5f}"
          f"  {r_h.real:.4f}  {r_h.imag:.4f}")
upper_T = abs(match_waves(2 * t_eV - 0.001, t_eV, [U_eV])[0])**2
print(f"T at 1.0 meV below the upper chain edge = {upper_T:.5f}")
print(f"THERMAL T = {temperature:.0f} K, kT = {kT*1e3:.2f} meV, Fermi level = {depth*1e3:.0f} meV")
print(f"thermal mean without defect = {clean_average:.4f}, with defect = {defect_average:.4f}")
print(f"300 K conductance per valley: clean {G_unit*clean_average:.2f} uS, "
      f"defect {G_unit*defect_average:.2f} uS")
print(f"NEGLECTED range: hump {hump[0]*1e3:.0f} meV x {spread_sites*a*1e9:.1f} nm, T = {spread_T:.4f}")
print(f"  same hump at 0.1 meV: T = {spread_edge:.5f}")
print(f"NEGLECTED full mixing of 4 valleys: mean T = {mixed_T:.4f}, at 0.1 meV {mixed_edge:.4f}")
print(f"NEGLECTED grid: continuum delta barrier T = {continuum_T:.4f}")
print(f"NEGLECTED next subband {next_level*1e3:.0f} meV up, heavy valleys {heavy_valley*1e3:.0f} meV up")
print(f"NEGLECTED nonparabolicity (rough {nonparabolic} /eV): confinement {bottom*1e3:.0f} meV, "
      f"mass factor {mass_factor:.2f}")
print(f"NEGLECTED collisions: rough mobility {mobility:.0f} cm2/Vs, "
      f"time {collision_time*1e15:.1f} fs, hbar/time {broadening*1e3:.1f} meV")
print(f"NEGLECTED field: rough {field} MV/cm drops {field_drop*1e3:.0f} meV over the hump")
print(f"SCALE bare Coulomb energy at 3 nm, permittivity {permittivity:.1f}: {coulomb*1e3:.0f} meV")
print("all assertions hold")
```

It prints:

```
TEST packet: T measured 0.7141, formula 0.7142
TEST packet inputs: t = 0.7, U = 0.5 (same unit), ka = 0.6
TEST pair levels U1/t = 1.00, U2/t = -0.50
TEST pair T at lower edge 0.6400, at upper edge 4.0e-08
INPUT transport mass = 0.19 m0, heavy mass = 0.92 m0
INPUT spacing a = 0.50 nm, wire width = 3.0 nm
INPUT site shift U = 0.30 eV, area U a = 0.150 eV nm
INPUT energy above subband bottom = 30.0 meV
hopping t = 0.8021 eV, chain band width 4t = 3.2084 eV
phase ka = 0.1937 rad, k = 0.3874 nm^-1
hbar v / a = 0.3088 eV, speed v = 2.346e+05 m/s
clean local Green function |g0| = 3.2384 eV^-1
tau = 0.5144 -0.4998 i
r = -0.4856 -0.4998 i
T = 0.5144, R = 0.4856
conductance quantum 2e^2/h = 77.481 uS
zero-temperature conductance per valley = 39.86 uS
half-transmission energy above bottom = 28.30 meV
APPROACH height (meV), hbar v/a (eV), T, edge law 4t*height/U^2, Re r, Im r
   100.0  0.5575  0.77547  3.56490  -0.2245  -0.4173
    30.0  0.3088  0.51444  1.06947  -0.4856  -0.4998
    10.0  0.1788  0.26220  0.35649  -0.7378  -0.4398
     3.0  0.0981  0.09653  0.10695  -0.9035  -0.2953
     1.0  0.0566  0.03441  0.03565  -0.9656  -0.1823
     0.1  0.0179  0.00355  0.00356  -0.9964  -0.0595
T at 1.0 meV below the upper chain edge = 0.03441
THERMAL T = 300 K, kT = 25.85 meV, Fermi level = 30 meV
thermal mean without defect = 0.7614, with defect = 0.4224
300 K conductance per valley: clean 59.00 uS, defect 32.73 uS
NEGLECTED range: hump 50 meV x 3.0 nm, T = 0.4442
  same hump at 0.1 meV: T = 0.00181
NEGLECTED full mixing of 4 valleys: mean T = 0.7655, at 0.1 meV 0.7501
NEGLECTED grid: continuum delta barrier T = 0.5168
NEGLECTED next subband 136 meV up, heavy valleys 174 meV up
NEGLECTED nonparabolicity (rough 0.5 /eV): confinement 265 meV, mass factor 1.27
NEGLECTED collisions: rough mobility 300 cm2/Vs, time 32.4 fs, hbar/time 20.3 meV
NEGLECTED field: rough 0.1 MV/cm drops 30 meV over the hump
SCALE bare Coulomb energy at 3 nm, permittivity 7.8: 62 meV
all assertions hold
```
